# Coulomb potentials with the same s-wave levels and phase shifts

Suppose that every s-wave bound level of an attractive Coulomb centre is known, together with the s-wave phase shift at every energy. It is tempting to conclude that the potential is known too. That conclusion fails: a continuous family of different local potentials reproduces all these data. A description of the family shows which further measurement would separate its members. Within the family studied here, the missing information is one number, which in s-wave terms is the normalisation constant of the ground state; data from higher partial waves would also separate the members. Each excited level has a constant of its own, which the levels and phase shifts also leave free; here those constants keep their Coulomb values.

## The problem and its two kinds of constant

Hartree atomic units are used throughout. The radial function $u(r)=r\,R(r)$ for $l=0$ obeys $Hu=Eu$ on $r>0$, with

$$H=-\frac12\frac{d^2}{dr^2}-\frac Zr,\qquad u(0)=0,\qquad Z>0. \tag{1}$$

The boundary condition is part of the definition of $H$, because for $l=0$ both solutions of the differential equation are square integrable near the origin. The levels are $E_n=-Z^2/2n^2$. The normalised ground state and its accumulated probability are

$$u_1=2Z^{3/2}re^{-Zr},\qquad I(r)=\int_0^r u_1^2\,ds=1-e^{-2Zr}(1+2Zr+2Z^2r^2). \tag{2}$$

The closed form is confirmed by differentiation, which returns $4Z^3r^2e^{-2Zr}$, and by $I(0)=0$. The function $I$ rises monotonically from 0 to 1.

A normalised bound state carries two constants. One is the squared slope $u_n'(0)^2$, which equals $4\pi$ times the probability density at the nucleus. The other is the squared amplitude of the exponential tail, which is compared below with the Coulomb tail of the same level. For scattering states, the phase shift $\delta$ is measured from the Coulomb wave: at large $r$,

$$u\to a\sin(\theta+\delta),\qquad \theta=kr+\frac Zk\ln(2kr)+\sigma_0,\qquad E=\frac{k^2}{2}, \tag{3}$$

where $\sigma_0$ is the s-wave Coulomb phase. Thus $\delta=0$ for $H$ itself.

The result to be shown is that, for $\lambda>0$ or $\lambda<-1$, the potentials

$$V_\lambda(r)=-\frac Zr-\frac{d^2}{dr^2}\ln[\lambda+I(r)] \tag{4}$$

have the same s-wave levels, the same continuum and the same s-wave phase shifts as $-Z/r$. Among the normalisation constants, only the two of the ground state change; the eigenfunctions themselves all change shape. The result holds for $l=0$ only. If $V_\lambda(r)$ is used as a central potential for higher partial waves, their levels and phase shifts differ from the Coulomb values: for $Z=1$ the 2p level moves from −0.1250 hartree to −0.0976 hartree at $\lambda=1/2$ and to −0.2238 hartree at $\lambda=-3/2$.

## Factorisation and the general Riccati solution

Define the superpotential and the first-order operators

$$W=-\frac{u_1'}{u_1}=Z-\frac1r,\qquad A=\frac1{\sqrt2}\left(\frac d{dr}+W\right),\qquad A^\dagger=\frac1{\sqrt2}\left(-\frac d{dr}+W\right). \tag{5}$$

Acting on a function $u$,

$$A^\dagger Au=\tfrac12\left[-u''-(Wu)'+Wu'+W^2u\right]=\tfrac12\left[-u''+(W^2-W')u\right].$$

Since $W'=1/r^2$, we have $W^2-W'=Z^2-2Z/r$. The opposite order changes the sign of $W'$, and $W^2+W'=Z^2-2Z/r+2/r^2$. Therefore

$$A^\dagger A=H-E_1,\qquad AA^\dagger=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac Zr-E_1. \tag{6}$$

The second operator is the $l=1$ Coulomb Hamiltonian shifted by $-E_1$.

The freedom lies in the fact that $AA^\dagger$ can be factorised in other ways. A new superpotential $\tilde W$ gives the same product if

$$\tilde W^2+\tilde W'=W^2+W'. \tag{7}$$

Put $\tilde W=W+\phi$. The terms without $\phi$ cancel and leave $\phi'+2W\phi+\phi^2=0$. One solution is $\phi=0$. For the others set $y=1/\phi$, so that $\phi'=-y'/y^2$. Multiplication by $-y^2$ gives the linear equation $y'=2Wy+1$. Because $2W=-2u_1'/u_1$,

$$(u_1^2y)'=u_1^2(y'-2Wy)=u_1^2.$$

Integration from the origin introduces one constant, $u_1^2y=\lambda+I$, and hence

$$\phi=\frac{u_1^2}{\lambda+I}=\frac d{dr}\ln|\lambda+I|. \tag{8}$$

The original solution $\phi=0$ is recovered as $\lambda\to\pm\infty$.

Let $\tilde A$ and $\tilde A^\dagger$ be the operators (5) with $\tilde W$ in place of $W$. Reversing their order gives a potential determined by

$$\tilde W^2-\tilde W'=(\tilde W^2+\tilde W')-2\tilde W'=(W^2+W')-2W'-2\phi'=W^2-W'-2\phi',$$

where (7) was used in the second step. Half of this expression enters the operator, so

$$H_\lambda\equiv\tilde A^\dagger\tilde A+E_1=H-\phi'. \tag{9}$$

With (8), this is the potential (4). Logarithmic differentiation of $\phi$ gives a convenient form of the change:

$$V_\lambda+\frac Zr=-\phi'=-\phi\left(\frac2r-2Z-\phi\right). \tag{10}$$

The range of $\lambda$ follows from the denominator. As $I$ runs from 0 to 1, $\lambda+I$ has no zero when $\lambda>0$ or $\lambda<-1$. For $-1<\lambda<0$ it vanishes at some $r_0$. There $\phi\simeq1/(r-r_0)$, and the potential contains the singular barrier $1/(r-r_0)^2$. Those values are excluded.

In the allowed range the change is mild at both ends:

$$-\phi'\simeq-\frac{8Z^3r}{\lambda}\quad(r\to0),\qquad -\phi'\simeq\frac{8Z^4r^2e^{-2Zr}}{\lambda+1}\quad(r\to\infty). \tag{11}$$

The nuclear charge seen at the origin and the Coulomb tail are both intact. Moreover $\int_0^\infty\phi'\,dr=0$, since $\phi$ vanishes at both ends. The potential is therefore lowered in some places and raised in others, with zero net radial area.

## Why the spectrum is the same

Equality of differential expressions does not by itself settle the spectrum; the boundary behaviour must fit as well. Near the origin $\tilde W\simeq-1/r$. If $u$ and $g=\sqrt2\tilde Au$ are square integrable, then $(u/r)'\simeq g/r$ there. By the Cauchy–Schwarz inequality, the integral of $|g|/s$ from $r$ to a fixed point is at most a constant times $r^{-1/2}$. Hence $u=O(r^{1/2})$, and $u(0)=0$ holds automatically. With this natural domain $\tilde A$ is a closed operator, and $\tilde A^\dagger\tilde A$ is self-adjoint and carries the boundary condition of (1). The product $\tilde A\tilde A^\dagger$ has the $l=1$ barrier. Its second solution behaves as $1/r$ and is not square integrable, so no choice of boundary condition arises. Equation (7) then gives a true operator identity,

$$\tilde A\tilde A^\dagger=AA^\dagger. \tag{12}$$

For any closed operator $T$, the polar decomposition $T=U|T|$ makes $T^\dagger T$ and $TT^\dagger$ unitarily equivalent once their zero modes are set aside. A zero mode of $A^\dagger$ would be proportional to $1/u_1$, and one of $\tilde A^\dagger$ to $(\lambda+I)/u_1$. Both diverge as $1/r$ at the origin and are inadmissible. By (12), therefore, $H$ and $H_\lambda$ are unitarily equivalent apart from the zero modes of $A$ and $\tilde A$. This covers all the excited levels and the whole continuum.

The zero mode of $A$ is $u_1$. That of $\tilde A$ satisfies

$$\frac{u'}u=-W-\phi=\frac{u_1'}{u_1}-\frac{I'}{\lambda+I},$$

so it is proportional to $u_1/(\lambda+I)$. Its norm follows from $dI=u_1^2dr$:

$$\int_0^\infty\frac{u_1^2\,dr}{(\lambda+I)^2}=\int_0^1\frac{dI}{(\lambda+I)^2}=\frac1\lambda-\frac1{\lambda+1}=\frac1{\lambda(\lambda+1)}. \tag{13}$$

This is finite and positive throughout the allowed range. The level $E_1$ is thus present in $H_\lambda$, and the family is strictly isospectral. With unit norm and positive slope, the new ground state is

$$\tilde u_1=\sqrt{\frac{\lambda+1}\lambda}\;\frac{\lambda u_1}{\lambda+I}. \tag{14}$$

Its density is $u_1^2$ multiplied by $\lambda(\lambda+1)/(\lambda+I)^2$. For $\lambda>0$ this factor decreases with $r$ and moves the electron inwards. For $\lambda<-1$ it increases with $r$ and moves the electron outwards.

## The map for all other states

Let $Hu=Eu$ with $E\ne E_1$, for a bound or a scattering state that vanishes at the origin. Define

$$\tilde u=\frac{\tilde A^\dagger Au}{E-E_1}. \tag{15}$$

It is a solution for $H_\lambda$ at the same energy, because (12) gives

$$\tilde A^\dagger\tilde A\,\tilde A^\dagger Au=\tilde A^\dagger AA^\dagger Au=(E-E_1)\tilde A^\dagger Au.$$

For a bound state the norm is preserved:

$$\langle\tilde A^\dagger Au|\tilde A^\dagger Au\rangle=\langle Au|\tilde A\tilde A^\dagger Au\rangle=\langle Au|AA^\dagger Au\rangle=\langle A^\dagger Au|A^\dagger Au\rangle=(E-E_1)^2\langle u|u\rangle. \tag{16}$$

To make the map explicit, use $\tilde A^\dagger=A^\dagger+\phi/\sqrt2$:

$$\tilde u=u+\frac{\phi\,(u'+Wu)}{2(E-E_1)}=u+\frac{\phi}{2(E-E_1)}\,\frac{D}{u_1},\qquad D=u_1u'-u_1'u. \tag{17}$$

The Schrödinger equation gives $u''=-2(E+Z/r)u$, and likewise for $u_1$ with $E_1$. In $D'=u_1u''-u_1''u$ the Coulomb terms cancel, leaving $D'=-2(E-E_1)u_1u$. Since $D(0)=0$,

$$D(r)=-2(E-E_1)J(r),\qquad J(r)=\int_0^r u_1u\,ds. \tag{18}$$

Inserting this and (8) into (17) gives

$$\tilde u=u-\frac{u_1}{\lambda+I}\,J. \tag{19}$$

Although (15) excludes $E=E_1$, setting $u=u_1$ and $J=I$ in (19) gives $\lambda u_1/(\lambda+I)$. This is the zero mode found above, with the slope of $u_1$ at the origin but not its norm. Restoring unit norm multiplies the squared slope and the squared tail by $(\lambda+1)/\lambda$. The tail has a second source of change: here $J=I$ tends to 1 at infinity, so before normalisation the squared tail is already multiplied by $\lambda^2/(\lambda+1)^2$.

## Which constants change

At the origin $u_1$ and $u$ are proportional to $r$, so $J=O(r^3)$ and the correction in (19) is $O(r^4)$. Hence $\tilde u'(0)=u'(0)$. By (16) an excited bound state also keeps unit norm, so its origin constant is unchanged. For the ground state, (14) supplies an additional factor:

$$\frac{\tilde u_1'(0)^2}{u_1'(0)^2}=\frac{\lambda+1}\lambda,\qquad \frac{\tilde u_n'(0)^2}{u_n'(0)^2}=1\quad(n\ge2). \tag{20}$$

At infinity $I\to1$, and (14) gives the ratio of the squared ground-state tails:

$$\lim_{r\to\infty}\frac{\tilde u_1^2}{u_1^2}=\frac{\lambda+1}\lambda\,\frac{\lambda^2}{(\lambda+1)^2}=\frac\lambda{\lambda+1}. \tag{21}$$

The product of the ratios (20) and (21) is 1. A larger density at the nucleus is paid for by a weaker tail.

For every other state $D\to0$ at infinity: $u_1$ and $u_1'$ decay exponentially, while $u$ and $u'$ remain bounded. Equation (18) then gives $J(\infty)=0$, which is orthogonality to the ground state. Hence $J(r)=-\int_r^\infty u_1u\,ds$ and

$$\tilde u=u+\frac{u_1}{\lambda+I}\int_r^\infty u_1u\,ds. \tag{22}$$

For an excited bound state, the correction divided by $u$ decays as $e^{-2Zr}$ times a power of $r$, so the tail constant is unchanged. For a scattering state the correction is $O(r^2e^{-2Zr})$ against a wave of constant amplitude. Both $a$ and $\delta$ in (3) are therefore unchanged:

$$\tilde\delta(k)=\delta(k)=0,\qquad \tilde a(k)=a(k)\quad\text{for equal slope at the origin}. \tag{23}$$

The second equality means that the density of a scattering electron at the nucleus, for a given asymptotic amplitude, cannot distinguish the potentials either.

These statements can be collected in the spectral weights. Let $f_E$ be the solution with $f_E(0)=0$ and $f_E'(0)=1$. In an expansion in the functions $f_E$, a bound state enters with weight $u_n'(0)^2$, while the continuum weight is fixed by $k$ and $a(k)$. The sole change is an additional weight

$$\tilde u_1'(0)^2-u_1'(0)^2=\frac{u_1'(0)^2}\lambda=\frac{4Z^3}\lambda \tag{24}$$

at $E=E_1$. The ratio $(\lambda+1)/\lambda$ covers all values above 1 for $\lambda>0$, and all values between 0 and 1 for $\lambda<-1$. The value 1 is the Coulomb potential itself. The ground-state density at the nucleus thus labels each member of the family once.

## The endpoints, where the result fails

At $\lambda=0$, the small-$r$ form $I\simeq4Z^3r^3/3$ gives $\phi\simeq3/r$. The potential acquires the core $3/r^2$, which has the strength of an $l=2$ centrifugal barrier. The candidate ground state $u_1/I$ diverges as $r^{-2}$ and is not normalisable. The level $E_1$ is lost.

At $\lambda=-1$ the origin is regular, but the far region is not. From (2) and (8),

$$\phi=-\frac{4Z^3r^2}{1+2Zr+2Z^2r^2}\to-2Z+\frac2r+O(r^{-2}), \tag{25}$$

so the added potential has the long tail $2/r^2$. The candidate ground state $u_1/(I-1)$ grows in magnitude as $e^{Zr}/r$, and $E_1$ is lost again. Now the phase changes as well. Take $u\to\sin\theta$ and $u'\to k\cos\theta$ in (17), with $W\to Z$, $\phi\to-2Z$ and $2(E-E_1)=k^2+Z^2$:

$$\tilde u\to\sin\theta-\frac{2Z(k\cos\theta+Z\sin\theta)}{k^2+Z^2}=\frac{(k^2-Z^2)\sin\theta-2Zk\cos\theta}{k^2+Z^2}.$$

The coefficients are the cosine and sine of $\chi=2\arctan(Z/k)$, so $\tilde u\to\sin(\theta-\chi)$ and

$$\tilde\delta(k)=-2\arctan\frac Zk\qquad(\lambda=-1). \tag{26}$$

For any $\lambda<-1$, however close to $-1$, the function $\phi$ eventually returns to zero and (23) holds. The limits $r\to\infty$ and $\lambda\to-1$ do not commute.

## A worked example

Take the model value $Z=1$ with $\lambda=1/2$ and $\lambda=-3/2$. At $r=1$ bohr the bracket in (10) reduces to $-\phi$, so $V_\lambda=-1+\phi^2$. Equations (2) and (8) give

$$\phi=\frac{4e^{-2}}{\lambda+1-5e^{-2}}=\frac4{(\lambda+1)e^2-5}.$$

For $\lambda=1/2$ this is $8/(3e^2-10)$, and $V_\lambda=-0.5677$ hartree. For $\lambda=-3/2$ it is $-8/(e^2+10)$, and $V_\lambda=-0.7883$ hartree. Values at four radii, in hartree, are:

| $r$ (bohr) | $-Z/r$ | $\lambda=1/2$ | $\lambda=-3/2$ |
|---|---|---|---|
| 0.5 | −2.0000 | −2.8660 | −1.4146 |
| 1.0 | −1.0000 | −0.5677 | −0.7883 |
| 2.0 | −0.5000 | −0.2138 | −0.7394 |
| 4.0 | −0.2500 | −0.2281 | −0.3109 |

The first member is deeper near the nucleus and shallower outside. It is not monotonic, since it lies higher at 2 bohr than at 4 bohr. The second member is shallower than the Coulomb potential at 0.5 and 1 bohr and deeper at 2 and 4 bohr. Despite these differences, direct diagonalisation gives −0.500000, −0.125000 and −0.055556 hartree for the three lowest levels of all three potentials.

The Coulomb ground state has $u_1'(0)^2=4$ bohr$^{-3}$. Equation (20) predicts

$$4\times\frac{3/2}{1/2}=12,\qquad 4\times\frac{-1/2}{-3/2}=\frac43$$

in the same unit, and the computed values are 12.000 and 1.333. The constants for $n=2$ and $n=3$ remain 0.500 and 0.148 bohr$^{-3}$. The squared ground-state tails, compared with the Coulomb tail at 10 bohr, have ratios 0.3333 and 3.0000, as (21) requires. The mean radius is 1.500 bohr for the Coulomb ground state, 1.042 bohr for $\lambda=1/2$ and 2.064 bohr for $\lambda=-3/2$. The inward and outward shifts are those expected from (14).

Radial integration at $k=0.5$, 1 and 2 bohr$^{-1}$ gives extra phases below $10^{-10}$ rad in magnitude for both members. For unit slope at the origin, the amplitudes are 0.5642, 0.3986 and 0.2759 bohr, and they agree with the Coulomb values to seven decimals.

A control shows that the agreement is not due to a weak or short-ranged change. If half of the change for $\lambda=1/2$ is added to $-Z/r$, the phases become 0.003, 0.012 and 0.013 rad, and the ground level rises to −0.4657 hartree. The rise has a variational reason. The half-changed Hamiltonian is $\frac12(H+H_\lambda)$. In its ground state, the expectation values of $H$ and $H_\lambda$ are each at least $E_1$. Both could equal $E_1$ only if that state were the ground state of both operators, but $u_1$ and $\tilde u_1$ differ. The energy must therefore lie above $E_1$.

At both endpoints the lowest computed level is −0.12500 hartree, which is $E_2$: the ground state has gone. For $\lambda=-1$ and $k=2$ bohr$^{-1}$, the integrated phase, extrapolated in the matching radius, is −0.9273 rad, in agreement with $-2\arctan(1/2)$ from (26). The numerical check obtains the levels, constants and phases from the potentials themselves, without using the map (19).

## Calculated quantities

```
Z = 1.0; Hartree atomic units
Coulomb E1,E2,E3 (hartree): -0.50000000 -0.12500000 -0.05555556
Coulomb u'(0)^2 n=1,2,3 (bohr^-3): 4.000000 0.500000 0.148148
Coulomb ground <r> (bohr): 1.500000
--- lambda = 0.5
E1,E2,E3 (hartree): -0.50000000 -0.12500000 -0.05555556
u'(0)^2 n=1,2,3 (bohr^-3): 12.000000 0.500000 0.148148
u'(0)^2 / Coulomb, n=1,2,3: 3.000000 1.000000 1.000000
tail^2 / Coulomb at r=10 bohr: 0.33333 1.00000 1.00000
ground product of the two ratios: 1.00000
ground <r> (bohr): 1.041886
r=0.5 bohr: -Z/r=-2.00000, V_lam=-2.86600 hartree
r=1.0 bohr: -Z/r=-1.00000, V_lam=-0.56768 hartree
r=2.0 bohr: -Z/r=-0.50000, V_lam=-0.21384 hartree
r=4.0 bohr: -Z/r=-0.25000, V_lam=-0.22812 hartree
--- lambda = -1.5
E1,E2,E3 (hartree): -0.50000000 -0.12500000 -0.05555556
u'(0)^2 n=1,2,3 (bohr^-3): 1.333333 0.500000 0.148148
u'(0)^2 / Coulomb, n=1,2,3: 0.333333 1.000000 1.000000
tail^2 / Coulomb at r=10 bohr: 2.99999 1.00000 1.00000
ground product of the two ratios: 1.00000
ground <r> (bohr): 2.064047
r=0.5 bohr: -Z/r=-2.00000, V_lam=-1.41460 hartree
r=1.0 bohr: -Z/r=-1.00000, V_lam=-0.78835 hartree
r=2.0 bohr: -Z/r=-0.50000, V_lam=-0.73940 hartree
r=4.0 bohr: -Z/r=-0.25000, V_lam=-0.31094 hartree
--- scattering, u'(0)=1: k (1/bohr), amplitude (bohr), extra phase (rad)
k=0.5 Coulomb: 0.5641886, -1.4e-11
k=0.5 lambda=0.5: 0.5641886, -1.5e-11
k=0.5 lambda=-1.5: 0.5641886, -1.4e-11
k=0.5 half of the lambda=0.5 change: 0.5219200, 0.00307
k=1.0 Coulomb: 0.3985696, -3.0e-11
k=1.0 lambda=0.5: 0.3985696, -3.0e-11
k=1.0 lambda=-1.5: 0.3985696, -3.0e-11
k=1.0 half of the lambda=0.5 change: 0.3788300, 0.01219
k=2.0 Coulomb: 0.2759323, -6.2e-11
k=2.0 lambda=0.5: 0.2759323, -6.2e-11
k=2.0 lambda=-1.5: 0.2759323, -6.2e-11
k=2.0 half of the lambda=0.5 change: 0.2718412, 0.01344
half change, ground level (hartree): -0.465661
lambda=0: lowest level (hartree) -0.1250000
lambda=-1: lowest level (hartree) -0.1250000
lambda=0: r^2 (V_lam+Z/r) at r=0.01 bohr: 3.0000 hartree bohr^2
lambda=-1, k=2/bohr: extra phase -0.92729 rad
-2 arctan(Z/k) = -0.92730 rad
```
